# Equilibrium vacancies in copper at 600 K and their resistivity: test program

```python
"""Equilibrium vacancies in copper and the resistivity they add.

Result under test: with formation entropy neglected, the vacant site fraction is
    c = exp(-E / kT),
and the added resistivity is
    rho_v = c * hbar * k_F * sigma_tr / e^2,
which is negligible beside the phonon resistivity at 600 K.
E: formation energy; k_F: Fermi wavenumber (one electron per atom);
sigma_tr: transport cross section of one vacancy; r_s: atomic-sphere radius.
SI units are used inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

e, hbar, mass = const.e, const.hbar, const.m_e
k_ev = const.k / e
TO_MICROOHM_CM = 1e8

# Inputs; material values are rough typical ones.
formation_ev, temperature = 1.28, 600.0
lattice_m = 0.361e-9
rho_room, room_temperature = 1.7e-8, 293.0
debye_temperature = 340.0
line_m = (50e-9, 100e-9, 10e-6)

# ---------- vacancy fraction ----------
kt_ev = k_ev * temperature
fraction = np.exp(-formation_ev / kt_ev)


def mean_vacancies(atoms, boltzmann_factor, largest):
    """Explicit canonical sum over n vacancies on atoms+n sites."""
    weight, total, first_moment = 1.0, 1.0, 0.0
    for n in range(1, largest + 1):
        weight *= boltzmann_factor * (atoms + n) / n
        total += weight
        first_moment += n * weight
    return first_moment / total


atoms_test = 1e12
mean_n = mean_vacancies(atoms_test, fraction, 200)
assert abs(mean_n / (atoms_test + mean_n) / fraction - 1) < 1e-9
# A dense case separates exp(-E/kT) from the fixed-site law x/(1+x).
dense = np.exp(-2.0)
dense_n = mean_vacancies(2000, dense, 1500)
dense_fraction = dense_n / (2000 + dense_n)
assert abs(dense_fraction / dense - 1) < 1 / 2000
assert abs(dense_fraction / (dense / (1 + dense)) - 1) > 0.1
assert abs(fraction / 1.8e-11 - 1) < 0.03

# ---------- free-electron host ----------
density = 4 / lattice_m**3
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
v_fermi = hbar * k_fermi / mass
fermi_ev = hbar**2 * k_fermi**2 / (2 * mass * e)
r_s = (3 / (4 * np.pi * density)) ** (1 / 3)
line_atoms = density * np.prod(line_m)
line_vacancies = line_atoms * fraction

# ---------- square-barrier model of one vacancy ----------
waves = np.arange(7)
kr = k_fermi * r_s


def phase_shift(l, height):
    """Phase shift at the Fermi level; height is in units of E_F."""
    z = kr * np.sqrt(complex(1 - height))
    inside = (z * spherical_jn(l, z, derivative=True) / spherical_jn(l, z)).real
    top = kr * spherical_jn(l, kr, derivative=True) - inside * spherical_jn(l, kr)
    low = kr * spherical_yn(l, kr, derivative=True) - inside * spherical_yn(l, kr)
    return np.arctan(top / low)


def displaced_charge(height):
    return 2 / np.pi * sum((2 * l + 1) * phase_shift(int(l), height) for l in waves)


barrier = brentq(lambda height: displaced_charge(height) + 1, 0.1, 2.0)
delta = np.array([phase_shift(int(l), barrier) for l in waves])


def node_radii(l, height):
    """Nodes of the radial function at E_F, with r_s as unit of length."""
    steps_inside, steps = 200, 12000
    h = 1 / steps_inside
    index = np.arange(1, steps + 1)
    potential = np.where(index < steps_inside, height, 0.0)
    potential[steps_inside - 1] = height / 2
    g = l * (l + 1) / index**2 + h**2 * kr**2 * (potential - 1)
    previous, current, nodes = 0.0, 1.0, []
    for i, coefficient in enumerate(g.tolist(), start=1):
        following = (2 + coefficient) * current - previous
        if current * following < 0:
            nodes.append(h * (i + current / (current - following)))
        previous, current = current, following
    return nodes


# At fixed energy, the node count inside a wall counts the levels below it.
# Node displacement times k/pi is the mean change of that count.
node_charge = 0.0
for l in range(5):
    free, blocked = node_radii(l, 0.0), node_radii(l, barrier)
    last = min(len(free), len(blocked)) - 1
    node_phase = kr * (free[last] - blocked[last])
    assert abs(node_phase - delta[l]) < 1e-3
    node_charge += 2 * (2 * l + 1) * node_phase / np.pi
assert abs(node_charge + 1) < 0.01

sigma_barrier = 4 * np.pi / k_fermi**2 * np.sum(
    (waves[:-1] + 1) * np.sin(delta[:-1] - delta[1:]) ** 2)


def intensity(cosine):
    """Differential cross section times k_F squared."""
    amplitude = sum((2 * l + 1) * np.exp(1j * delta[l]) * np.sin(delta[l])
                    * eval_legendre(int(l), cosine) for l in waves)
    return np.abs(amplitude) ** 2


mu, weight_mu = np.polynomial.legendre.leggauss(32)
sigma_quadrature = 2 * np.pi / k_fermi**2 * np.sum(
    weight_mu * intensity(mu) * (1 - mu))
# The sum over waves is cut at l=6; the next phase shift is tiny.
assert abs(sigma_quadrature / sigma_barrier - 1) < 1e-6
sigma_disc = np.pi * r_s**2
assert sigma_barrier < sigma_disc


def vacancy_resistivity(vacant, cross_section):
    return vacant * hbar * k_fermi * cross_section / e**2


# Solve the Boltzmann equation on the Fermi sphere without assuming a
# relaxation time: out-scattering minus in-scattering balances the field.
azimuth = 2 * np.pi * np.arange(48) / 48
sine = np.sqrt(1 - mu**2)
angle_cosine = (mu[:, None, None] * mu[None, :, None]
                + sine[:, None, None] * sine[None, :, None] * np.cos(azimuth))
kernel = intensity(angle_cosine).mean(axis=2) * 2 * np.pi
collision = np.diag(kernel @ weight_mu) - kernel * weight_mu[None, :]
response = np.linalg.lstsq(collision, mu, rcond=1e-10)[0]
response *= k_fermi**2 / (fraction * density * v_fermi)
states = mass * k_fermi / (np.pi**2 * hbar**2)
conductivity = e**2 * v_fermi**2 * states * 0.5 * np.sum(weight_mu * mu * response)
rho_barrier = vacancy_resistivity(fraction, sigma_barrier)
assert abs(1 / conductivity / rho_barrier - 1) < 1e-6
rho_disc = vacancy_resistivity(fraction, sigma_disc)

# ---------- phonon resistivity and comparison ----------
rho_host = rho_room * temperature / room_temperature


def bloch_gruneisen(t):
    integral = quad(lambda x: x**5 / (np.expm1(x) * -np.expm1(-x)),
                    0, debye_temperature / t)[0]
    return (t / debye_temperature) ** 5 * integral


bloch_ratio = bloch_gruneisen(temperature) / bloch_gruneisen(room_temperature)
linear_ratio = temperature / room_temperature
# Linear scaling is only the high-temperature limit, hence ten per cent.
assert abs(linear_ratio / bloch_ratio - 1) < 0.10
assert rho_disc / rho_host < 1e-7

sigma_needed = 0.01 * rho_host * e**2 / (fraction * hbar * k_fermi)
radius_needed = np.sqrt(sigma_needed / np.pi)
fraction_needed = 0.01 * rho_host / vacancy_resistivity(1.0, sigma_disc)
entropy_needed = np.log(fraction_needed / fraction)
assert radius_needed > 100 * r_s

# ---------- neglected effects ----------
entropy_k, tension_pa, energy_error_ev = 3.0, 0.3e9, 0.05
entropy_factor = np.exp(entropy_k)
tension_ev = tension_pa / density / e
tension_factor = np.exp(tension_ev / kt_ev)
energy_factor = np.exp(energy_error_ev / kt_ev)
combined_ratio = (rho_disc / rho_host * entropy_factor
                  * tension_factor * energy_factor)
assert combined_ratio < 1e-5
quench_temperature = 1300.0
quench_fraction = np.exp(-formation_ev / (k_ev * quench_temperature))
quench_ratio = vacancy_resistivity(quench_fraction, sigma_disc) / rho_host
assert quench_ratio < 0.01

mean_free_path = hbar * k_fermi / (density * e**2 * rho_host)
film = line_m[0]
surface_estimate = 3 * mean_free_path / (8 * film)
# Average the path memory over depth and direction for diffuse surfaces.
node, weight = np.polynomial.legendre.leggauss(200)
unit, weight = (node + 1) / 2, weight / 2
memory = np.exp(-film * unit[None, :] / (mean_free_path * unit[:, None]))
surface_loss = 1.5 * np.sum(weight * (1 - unit**2) * (memory @ weight))
assert abs(surface_estimate / surface_loss - 1) < 0.10


def show(label, value, unit_name="", form=".4g"):
    print(f"{label}: {value:{form}} {unit_name}".rstrip())


show("formation energy", formation_ev, "eV")
show("temperature", temperature, "K")
show("kT", kt_ev, "eV", ".6f")
show("E/kT", formation_ev / kt_ev, "", ".4f")
show("vacancy fraction c", fraction, "", ".4e")
show("dense test: exp(-2)", dense, "", ".5f")
show("dense test: fraction from sum", dense_fraction, "", ".5f")
show("lattice parameter (rough)", lattice_m * 1e9, "nm")
show("atom and electron density", density * 1e-27, "nm^-3")
show("line width", line_m[0] * 1e9, "nm")
show("line height", line_m[1] * 1e9, "nm")
show("line length", line_m[2] * 1e6, "micrometre")
show("atoms in line", line_atoms, "", ".3e")
show("mean vacancies in line", line_vacancies)
show("Fermi wavenumber", k_fermi * 1e-9, "nm^-1")
show("Fermi energy", fermi_ev, "eV")
show("atomic-sphere radius", r_s * 1e9, "nm")
show("disc cross section", sigma_disc * 1e18, "nm^2")
show("barrier height / Fermi energy", barrier)
for l in range(4):
    show(f"phase shift l={l}", delta[l], "rad", ".5f")
show("displaced electrons from nodes", node_charge, "", ".4f")
show("barrier cross section", sigma_barrier * 1e18, "nm^2")
for name, area in (("disc", sigma_disc), ("barrier", sigma_barrier)):
    per_percent = vacancy_resistivity(0.01, area) * TO_MICROOHM_CM
    show(f"{name}: resistivity per at.%", per_percent, "microohm cm")
show("vacancy resistivity, disc", rho_disc * TO_MICROOHM_CM, "microohm cm", ".3e")
show("vacancy resistivity, barrier", rho_barrier * TO_MICROOHM_CM,
     "microohm cm", ".3e")
show("host resistivity 293 K (rough)", rho_room * TO_MICROOHM_CM, "microohm cm")
show("host resistivity 600 K", rho_host * TO_MICROOHM_CM, "microohm cm")
show("linear 600 K/293 K ratio", linear_ratio)
show("Debye temperature (rough)", debye_temperature, "K")
show("Bloch-Gruneisen ratio", bloch_ratio)
show("vacancy/host, disc", rho_disc / rho_host, "", ".3e")
show("vacancy/host, barrier", rho_barrier / rho_host, "", ".3e")
show("cross section needed for 1%", sigma_needed * 1e18, "nm^2", ".3e")
show("disc radius needed for 1%", radius_needed * 1e9, "nm")
show("vacancy fraction needed for 1%, disc", fraction_needed, "", ".3e")
show("formation entropy needed for 1%, disc", entropy_needed, "k")
show("factor from entropy 3k", entropy_factor)
show("energy shift at 0.3 GPa tension", tension_ev, "eV")
show("factor from that tension", tension_factor)
show("factor from 0.05 eV lower energy", energy_factor)
show("vacancy/host, three factors joined", combined_ratio, "", ".3e")
show("vacancy fraction at 1300 K", quench_fraction, "", ".3e")
show("frozen-in vacancy/host at 600 K", quench_ratio, "", ".3e")
show("kT/Fermi energy", kt_ev / fermi_ev)
show("mean free path at 600 K", mean_free_path * 1e9, "nm")
show("50 nm film: loss estimate", 100 * surface_estimate, "% of conductivity")
show("50 nm film: loss from paths", 100 * surface_loss, "% of conductivity")
print("done: every assertion held")
```

Output:

```
formation energy: 1.28 eV
temperature: 600 K
kT: 0.051704 eV
E/kT: 24.7563
vacancy fraction c: 1.7720e-11
dense test: exp(-2): 0.13534
dense test: fraction from sum: 0.13539
lattice parameter (rough): 0.361 nm
atom and electron density: 85.02 nm^-3
line width: 50 nm
line height: 100 nm
line length: 10 micrometre
atoms in line: 4.251e+09
mean vacancies in line: 0.07533
Fermi wavenumber: 13.6 nm^-1
Fermi energy: 7.051 eV
atomic-sphere radius: 0.1411 nm
disc cross section: 0.06253 nm^2
barrier height / Fermi energy: 0.8903
phase shift l=0: -0.77031 rad
phase shift l=1: -0.21262 rad
phase shift l=2: -0.02951 rad
phase shift l=3: -0.00204 rad
displaced electrons from nodes: -1.0001
barrier cross section: 0.02368 nm^2
disc: resistivity per at.%: 3.494 microohm cm
barrier: resistivity per at.%: 1.323 microohm cm
vacancy resistivity, disc: 6.192e-09 microohm cm
vacancy resistivity, barrier: 2.345e-09 microohm cm
host resistivity 293 K (rough): 1.7 microohm cm
host resistivity 600 K: 3.481 microohm cm
linear 600 K/293 K ratio: 2.048
Debye temperature (rough): 340 K
Bloch-Gruneisen ratio: 2.166
vacancy/host, disc: 1.779e-09
vacancy/host, barrier: 6.736e-10
cross section needed for 1%: 3.515e+05 nm^2
disc radius needed for 1%: 334.5 nm
vacancy fraction needed for 1%, disc: 9.962e-05
formation entropy needed for 1%, disc: 15.54 k
factor from entropy 3k: 20.09
energy shift at 0.3 GPa tension: 0.02202 eV
factor from that tension: 1.531
factor from 0.05 eV lower energy: 2.63
vacancy/host, three factors joined: 1.439e-07
vacancy fraction at 1300 K: 1.091e-05
frozen-in vacancy/host at 600 K: 1.095e-03
kT/Fermi energy: 0.007333
mean free path at 600 K: 18.88 nm
50 nm film: loss estimate: 14.16 % of conductivity
50 nm film: loss from paths: 13.96 % of conductivity
done: every assertion held
```
